# The relaxation time implied by Green-function broadening in a Kubo-Greenwood conductivity

## Problem

Independent electrons in a partly filled band of a perfect, rigid crystal meet no resistance, yet a Kubo-Greenwood calculation for them returns a finite dc conductivity as soon as the Green function is broadened. Consider independent electrons in one band \(\varepsilon_{\mathbf k}\), at zero temperature, with

\[
G(E)=\frac{1}{E-H+i\eta},\qquad \operatorname{Im}G=\frac{G-G^\dagger}{2i},
\]

where \(\eta>0\) is the same for all states and energies. The dc conductivity along \(x\) at Fermi energy \(E\) is defined by

\[
\sigma(E)=\frac{g e^2\hbar}{\pi\Omega}\operatorname{Tr}\left[v\,\operatorname{Im}G\,v\,\operatorname{Im}G\right].
\]

Here \(g=2\) counts spin, \(\Omega\) is the crystal volume (a length for a chain), \(v\) is the \(x\) velocity, and the trace runs over orbital states of one spin.

(a) Which relaxation time \(\tau\) reproduces this conductivity, and when does the equivalence fail?

(b) Evaluate \(\sigma\) in closed form for a nearest-neighbour chain.

(c) Find the resistivity of a half-filled simple cubic \(s\) band with lattice constant \(a=0.25\) nm, hopping \(t=1\) eV and \(\eta=10\) meV, and size the main effects left out.

## First estimate by scaling

The broadening provides one time, \(\hbar/\eta\). The band provides a velocity of order \(ta/\hbar\) and a density of states of order \(1/(ta^3)\). The conductivity is of order \(e^2\) times the time, the squared velocity and the density of states:

\[
\sigma\sim e^2\,\frac{\hbar}{\eta}\,\frac{t^2a^2}{\hbar^2}\,\frac{1}{ta^3}
=\frac{e^2}{\hbar}\,\frac{t}{\eta a}.
\]

With \(e^2/\hbar=2.434\times10^{-4}\) S and \(t/(\eta a)=400\ \text{nm}^{-1}\), this is about \(10^8\) S/m, or 1 µΩ cm. Scaling cannot distinguish \(\hbar/\eta\) from a fixed multiple of it.

## Exact solution

### The dc relaxation time

Lattice translations make both \(H\) and \(v\) diagonal in \(\mathbf k\) when there is one band, with \(v_{\mathbf k}=\hbar^{-1}\partial\varepsilon_{\mathbf k}/\partial k_x\). Writing \(x=E-\varepsilon_{\mathbf k}\),

\[
\frac{1}{x+i\eta}=\frac{x-i\eta}{x^2+\eta^2}
\quad\Rightarrow\quad
\operatorname{Im}G_{\mathbf k}=-\frac{\eta}{x^2+\eta^2}.
\]

The two minus signs cancel in the trace:

\[
\sigma(E)=\frac{g e^2\hbar}{\pi\Omega}\sum_{\mathbf k}v_{\mathbf k}^2\,
\frac{\eta^2}{(x^2+\eta^2)^2}.
\]

The last factor is a peak in energy. Its area follows from \(x=\eta\tan u\):

\[
\int_{-\infty}^{\infty}\frac{\eta^2\,dx}{(x^2+\eta^2)^2}
=\frac1\eta\int_{-\pi/2}^{\pi/2}\cos^2u\,du=\frac{\pi}{2\eta}.
\]

The peak is therefore \(\pi/(2\eta)\) times a window of unit area,

\[
P(x)=\frac{2\eta^3}{\pi}\frac{1}{(x^2+\eta^2)^2}.
\]

Define \(\Phi(E)=\Omega^{-1}\sum_{\mathbf k}v_{\mathbf k}^2\,\delta(E-\varepsilon_{\mathbf k})\). Then

\[
\sigma(E)=g e^2\,\frac{\hbar}{2\eta}\int dE'\,P(E-E')\,\Phi(E').
\]

Compare this with the Boltzmann equation for charge \(-e\) in a field \(F\) along \(x\). Since \(\hbar\dot k_x=-eF\), the steady state obeys, to first order in \(F\),

\[
-\frac{eF}{\hbar}\frac{\partial f_0}{\partial k_x}=-\frac{\delta f}{\tau}
\quad\Rightarrow\quad
\delta f=eF\tau v_{\mathbf k}\frac{\partial f_0}{\partial\varepsilon}.
\]

The current density is \(-(ge/\Omega)\sum v_{\mathbf k}\,\delta f\). At zero temperature \(-\partial f_0/\partial\varepsilon=\delta(E-\varepsilon)\), so \(\sigma=ge^2\tau\Phi(E)\). When \(\Phi\) varies little across the window, the two results agree with

\[
\boxed{\tau=\frac{\hbar}{2\eta}}
\]

The factor of two has a direct meaning. After a time \(t'\), the Green function of a state carries the amplitude \(e^{-\eta t'/\hbar}\), so the probability decays as \(e^{-2\eta t'/\hbar}=e^{-t'/\tau}\).

The leading error comes from the variance of the window. The same substitution gives \(\int x^2P\,dx=(2\eta^2/\pi)\int\sin^2u\,du=\eta^2\), and hence

\[
\frac{\sigma}{ge^2\tau\Phi}\simeq1+\frac{\eta^2\Phi''(E)}{2\Phi(E)} .
\]

This requires \(\Phi\) to be smooth around \(E\) over many \(\eta\). The expansion cannot simply be continued with higher moments, because \(P\) falls only as \(x^{-4}\) and its fourth moment diverges.

### The frequency response

A dc value fixes only the product \(\tau\Phi\). The frequency response measures \(\tau\) separately. At frequency \(\omega\),

\[
\operatorname{Re}\sigma(\omega)=\frac{ge^2\hbar}{\pi\Omega}
\int_{E_F-\hbar\omega}^{E_F}\frac{dE}{\hbar\omega}
\operatorname{Tr}[v\operatorname{Im}G(E)\,v\operatorname{Im}G(E+\hbar\omega)].
\]

Each \(-\operatorname{Im}G_{\mathbf k}/\pi\) is a normalized Lorentzian of half width \(\eta\). If \(\Phi\) is constant over the relevant energies, the sum over \(\mathbf k\) convolves two of them. Their Fourier transforms \(e^{-\eta|s|}\) multiply to \(e^{-2\eta|s|}\), so the convolution is a Lorentzian of half width \(2\eta\):

\[
\operatorname{Re}\sigma(\omega)=\pi g e^2\hbar\,\Phi\,
\frac{1}{\pi}\frac{2\eta}{(\hbar\omega)^2+4\eta^2}
=\frac{ge^2\tau\Phi}{1+(\omega\tau)^2}.
\]

This is the Drude form with the same \(\tau\). At the centre of the chain band treated below, with \(\eta=10\) meV, direct \(k\) sums at \(\hbar\omega=\eta,2\eta,4\eta\) give 0.80000, 0.49999 and 0.19999 of the dc value. The Drude factors for \(\omega\tau=\tfrac12,1,2\) are 0.8, 0.5 and 0.2.

The result depends on what is broadened. Some calculations use sharp states and broaden one delta function of the energy difference, \(\delta(\varepsilon'-\varepsilon-\hbar\omega)\), with half width \(\eta\). In a clean band at \(\omega=0\), its value is \(1/(\pi\eta)\), so

\[
\sigma=\pi ge^2\hbar\,\Phi\,\frac1{\pi\eta}=ge^2\,\frac{\hbar}{\eta}\,\Phi .
\]

The time is then \(\hbar/\eta\), twice as long for the same \(\eta\).

### The chain in closed form

Let \(\varepsilon=-2t\cos\theta\) with \(\theta=ka\), so \(v=(2ta/\hbar)\sin\theta\). Put \(z=E+i\eta\), \(c=2t\cos\theta\), and \(s=\sqrt{z^2-4t^2}\) with \(\operatorname{Im}s>0\). Angle brackets denote the average over \(\theta\). With \(w=e^{i\theta}\),

\[
\left\langle\frac1{z+c}\right\rangle=\oint\frac{dw}{2\pi i}\,\frac1{tw^2+zw+t}=\frac1s .
\]

The roots are \((-z\pm s)/(2t)\), and their product is 1. For large \(|z|\), where \(s\to z\), the upper sign lies inside the unit circle, and its residue is \(1/s\). No root can cross the circle while \(\operatorname{Im}z>0\), since that would require the real value \(z=-2t\cos\theta\).

Next use \(4t^2\sin^2\theta=4t^2-c^2=-s^2+(z-c)(z+c)\). As \(\langle c\rangle=0\),

\[
\left\langle\frac{4t^2\sin^2\theta}{z+c}\right\rangle=-s^2\,\frac1s+z=z-s .
\]

Differentiating with respect to \(z\) and changing sign gives

\[
\left\langle\frac{4t^2\sin^2\theta}{(z+c)^2}\right\rangle=\frac zs-1 .
\]

For any complex number, \((\operatorname{Im}G)^2=\tfrac12(|G|^2-\operatorname{Re}G^2)\), and here \(|G|^2=-\operatorname{Im}G/\eta\). Therefore

\[
\langle4t^2\sin^2\theta\,(\operatorname{Im}G)^2\rangle
=\frac12\left[\frac{\operatorname{Im}s-\eta}{\eta}-\operatorname{Re}\frac zs+1\right]
=\frac12\left[\frac{\operatorname{Im}s}{\eta}-\operatorname{Re}\frac zs\right].
\]

Multiplying by \((ge^2\hbar/\pi)(a^2/\hbar^2)(1/a)\) and using \(h=2\pi\hbar\),

\[
\sigma_{\rm ch}(E)=\frac{ge^2a}{h}\left[\frac{\operatorname{Im}s}{\eta}-\operatorname{Re}\frac zs\right].
\]

**Band centre.** At \(E=0\), \(s=ir\) with \(r=\sqrt{4t^2+\eta^2}\), and the bracket is \(r/\eta-\eta/r=4t^2/(\eta r)\). For the relaxation-time value, two Fermi points give \(\Phi=|v|/(\pi\hbar)\) with \(|v|=2ta/\hbar\), which corresponds to a bracket of \(2t/\eta\). The ratio is

\[
\frac{\sigma_{\rm ch}}{\sigma_{\rm Drude}}=\frac{1}{\sqrt{1+\eta^2/(4t^2)}} .
\]

Even for \(\eta=0.5\) eV it is 0.970.

**Inside the band.** Here \(\Phi\propto w_E=\sqrt{4t^2-E^2}\), and \(w_E''=-4t^2/w_E^3\). The leading relative correction is \(-2t^2\eta^2/w_E^4\), which grows towards the edges.

**Band edge.** At \(E=2t\) and small \(\eta\), \(s^2\simeq4it\eta\), so \(s\simeq\sqrt{2t\eta}\,(1+i)\). The bracket becomes

\[
\sqrt{\frac{2t}{\eta}}-\sqrt{\frac{t}{2\eta}}=\sqrt{\frac t{2\eta}} .
\]

The relaxation-time formula gives zero there because the velocity vanishes. For \(\eta=10\) meV the broadened result is 3.5% of the value at the centre, so the equivalence has failed.

**Finite mesh.** Near the centre, a ring of \(N\) sites has level spacing \(4\pi t/N\), which must be well below \(\eta\). For \(N=200\) it is 63 meV. Two states then lie exactly at \(E=0\) and dominate the sum. Each contributes \(v^2/\eta^2\), and their share relative to the Drude value is \(8t/(N\eta)=4\), an excess of 300%. The full sum exceeds the infinite-chain value by 301%. The excess is 8% for 1000 sites and about \(10^{-7}\) in relative terms for 4000. The sign of the error depends on where the levels fall: with 202 sites no state lies at \(E=0\), and the sum is 93% too small.

### The simple cubic band

For \(\varepsilon=-2t(\cos k_xa+\cos k_ya+\cos k_za)\), each transverse momentum defines a chain at the shifted energy \(X=E+2t\cos k_ya+2t\cos k_za\). Thus \(\sigma(E)=a^{-2}\langle\sigma_{\rm ch}(X)\rangle\) over transverse momenta. In the sharp limit,

\[
\Phi=\frac{\varphi}{\hbar^2a},\qquad
\varphi=\frac1\pi\left\langle\sqrt{4t^2-X^2}\right\rangle_{|X|<2t},
\]

where transverse momenta with \(|X|>2t\) contribute zero. At half filling, \(E=0\) and a numerical average over transverse momenta gives \(\varphi=0.334\) eV. With \(\hbar=0.6582\) eV fs,

\[
\tau=\frac{0.6582\ \text{eV fs}}{0.020\ \text{eV}}=32.9\ \text{fs},
\]

\[
\sigma=\frac{e^2}{\hbar}\frac{g\varphi}{2\eta a}
=2.434\times10^{-4}\ \text{S}\times\frac{0.668\ \text{eV}}{0.0050\ \text{eV nm}}
=3.25\times10^7\ \text{S/m}.
\]

The resistivity is 3.07 µΩ cm. The full broadened formula agrees with this relaxation-time value to about one part in \(10^5\). At \(\eta=0.5\) eV it lies 1.5% below the relaxation-time value for that \(\eta\).

The mean square of \(v_x\) on the Fermi surface is \(\Phi\) divided by the density of states. The latter is \(D=0.143\) per eV, cell and spin, so cubic symmetry gives

\[
v_{\rm rms}=\frac a\hbar\sqrt{\frac{3\varphi}{D}}=1.01\ \text{nm/fs},\qquad v_{\rm rms}\tau=33\ \text{nm}.
\]

### Effects left out

**Temperature.** Averaging \(\sigma(E)\) over the thermal window at 300 K, with \(\eta\) fixed, changes it by only \(-1.6\times10^{-4}\) in relative terms.

**Surfaces.** Take a film of thickness \(d=20\) nm whose surfaces erase all memory of the drift. An electron leaving the surface \(z=0\) with normal speed \(|v_z|\) has a drift response \(q(z)\) obeying \(|v_z|\,dq/dz=(q_{\rm bulk}-q)/\tau\), \(q(0)=0\). With \(\lambda=|v_z|\tau\), the solution is \(q=q_{\rm bulk}(1-e^{-z/\lambda})\), and its average over the film is

\[
\frac{\bar q}{q_{\rm bulk}}=1-\frac\lambda d\left(1-e^{-d/\lambda}\right).
\]

Electrons leaving the other surface give the same factor. Averaged over the Fermi surface with weight \(v_x^2\), it is 0.459, which raises the resistivity to 6.70 µΩ cm.

**Phonons.** Suppose \(\eta\) comes entirely from phonons and scales with the mean-square displacement of a 20 meV oscillator, proportional to \(\coth(\hbar\omega_{\rm ph}/2k_BT)\). From 300 K to 378 K it grows by a factor 1.24, giving 3.81 µΩ cm in the bulk. This scaling is rough, because it includes zero-point motion and so would leave a phonon resistivity at zero temperature. A Bloch-Grüneisen law with a Debye temperature of 343 K, close to that of copper, gives a factor 1.29.

**The real case.** The parameters lie roughly in the regime of copper interconnects at room temperature. Bulk copper has a resistivity a little below 2 µΩ cm and a mean free path of about 40 nm, both rough values. The model's resistivity is thus high by more than half, and since \(\eta\) was chosen, the similar magnitude does not test the model. Copper also has an fcc lattice and \(d\) bands, which are absent here. In narrow lines the assumption of an unbounded crystal breaks down; for the fully diffuse film above, this alone multiplies the resistivity by 2.2. That number belongs to the Fermi surface of the cubic band. For a spherical Fermi surface, closer to that of copper, the same 20 nm diffuse film gives a factor of about 1.8 with a 33 nm mean free path and 1.9 with 40 nm. Grain boundaries are not included.

## Comparison

The scaling estimate, \(9.7\times10^7\) S/m, is three times the exact result. It has the correct dependence on \(t\), \(\eta\) and \(a\), but misses the factor

\[
\frac12\times\frac{g\varphi}{t}=\frac12\times0.668=0.334 .
\]

The first factor is the difference between the decay of an amplitude and that of a probability. It does not depend on the band. The second belongs to the half-filled cubic band.

The equivalence does not turn \(\eta\) into a prediction of resistance. A collision that barely deflects an electron ends the lifetime of its state but hardly reduces the current. For real scatterers, the lifetime and the transport time can therefore differ, and a constant \(\eta\) in a clean band contains no information about that difference.

## Table of computed values

```
hopping t = 1.00 eV, lattice constant a = 0.25 nm
broadening eta = 10.0 meV
relaxation time hbar/(2 eta) = 32.91 fs
survival probability at tau = 0.36788
matrix test (400 sites, E=0.5 eV, eta=0.1 eV): rel. error 4.7e-08
CHAIN, band centre unless stated
Kubo-Greenwood sigma = 15.91530 e^2/hbar nm
relaxation-time sigma = 15.91549 e^2/hbar nm
Kubo/Drude ratio at eta=0.5 eV = 0.97014
relative shift at E=1 eV, eta=0.02 eV = -8.887e-05
band edge sigma / band centre sigma = 0.0353
mean free path a t/eta = 25.0 nm
ring of 200 sites: deviation from infinite chain 3.01e+00
ring of 1000 sites: deviation from infinite chain 8.19e-02
ring of 4000 sites: deviation from infinite chain 8.66e-08
hbar omega = 1 eta: sigma ratio 0.80000, Drude 0.80000
hbar omega = 2 eta: sigma ratio 0.49999, Drude 0.50000
hbar omega = 4 eta: sigma ratio 0.19999, Drude 0.20000
single-delta convention / two-Green result = 1.9995
SIMPLE CUBIC BAND, half filled
electrons per cell from k mesh = 1.0000
Phi a = 0.33414 eV a^2/hbar^2 per cell and spin, before a^-3
density of states = 0.14238 per eV, cell and spin
Kubo-Greenwood conductivity = 3.2533e+07 S/m
relaxation-time conductivity = 3.2534e+07 S/m
Fermi-sea conductivity = 3.2534e+07 S/m
resistivity = 3.074 microohm cm
relative mesh shift, 1200 against 2400 = -1.7e-10
eta = 0.01 eV: Kubo/Drude ratio = 0.99999
eta = 0.10 eV: Kubo/Drude ratio = 0.99931
eta = 0.50 eV: Kubo/Drude ratio = 0.98462
rms Fermi velocity = 1.008 nm/fs
mean free path = 33.2 nm
NEGLECTED EFFECTS
thermal energy at 300 K = 25.85 meV
thermal smearing, relative change of sigma = -1.56e-04
film of 20 nm, diffuse surfaces: sigma factor = 0.459
film resistivity = 6.70 microohm cm
phonon energy assumed = 20 meV
phonon scattering, 378 K over 300 K = 1.238
resistivity at 378 K if eta scales so = 3.81 microohm cm
```
